# Berry-phase shift between tight-binding Bloch conventions, with application to ferroelectric polarization, part 2

The switching polarization of a ferroelectric is to be computed from tight-binding eigenvectors. Convention I puts the orbital positions in the Bloch phases, \(e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_j)}\), with coefficients \(C_{nj}\). Convention II uses \(e^{i\mathbf k\cdot\mathbf R}\), and a tilde marks its quantities.

Orbital \(j\) sits at \(\boldsymbol\tau_j=\sum_\alpha s_{j\alpha}\mathbf a_\alpha\) in its cell, with lattice vectors \(\mathbf a_\alpha\), and has mean occupation \(\bar n_j\) per spin. The crystal is an insulator with \(N_{\rm occ}\) filled bands per spin and zero Chern numbers. Along a string, the reduced wave vector \(\kappa_\alpha\) runs from 0 to 1, and

\[
\varphi_\alpha(\kappa_\perp)=\int_0^1d\kappa_\alpha\sum_{n=1}^{N_{\rm occ}}\sum_j iC_{nj}^*\,\partial_{\kappa_\alpha}C_{nj},
\tag{5}
\]

with \(\tilde\varphi_\alpha\) defined likewise from \(\tilde C\). Averaging over the transverse components \(\kappa_\perp\) gives \(\varphi_\alpha\) and \(\tilde\varphi_\alpha\). To close a string, \(\tilde C_{nj}\) must return to itself, while \(C_{nj}\) must acquire the factor \(e^{-2\pi is_{j\alpha}}\). The phases obey

\[
\tilde\varphi_\alpha=\varphi_\alpha-2\pi\sum_js_{j\alpha}\bar n_j\pmod{2\pi}.
\tag{12}
\]

This theorem was also tested on a two-dimensional model with two filled bands; its shifts head the numerical output.

For a position operator diagonal in the orbitals, \(\varphi_\alpha/2\pi\) is the sum of the Wannier centres in units of the period. With cell volume \(V\), electron charge \(-e\), spin factor \(f\) (2 for spin-degenerate bands) and core charges \(Z_je\), the polarization, modulo its quantum, is

\[
\mathbf P=\frac eV\sum_jZ_j\boldsymbol\tau_j-\frac{fe}{2\pi V}\sum_\alpha\varphi_\alpha\mathbf a_\alpha
=\frac eV\sum_j(Z_j-f\bar n_j)\boldsymbol\tau_j-\frac{fe}{2\pi V}\sum_\alpha\tilde\varphi_\alpha\mathbf a_\alpha .
\tag{13}
\]

At fixed cell labels of the cores, the quantum is \(fe\,\mathbf a_\alpha/V\).

### Changes along a path

A polarization change is found by following the phases continuously along an insulating path. From (12),

\[
d\varphi_\alpha=d\tilde\varphi_\alpha+2\pi\sum_j\left(\bar n_j\,ds_{j\alpha}+s_{j\alpha}\,d\bar n_j\right).
\tag{14}
\]

The first term in the bracket comes from orbitals that move with their atoms, and the second from charge passing between orbitals at different places. The convention therefore does not drop out of polarization differences. It drops out if \(\sum_js_{j\alpha}\bar n_j\) has the same value at both ends.

A closed cycle is such a case, provided that the orbitals return to their starting positions with the same cell labels. Both phases then change by the same multiple of \(2\pi\). This was tested on a two-site chain with fixed reduced positions 0 and 0.35, site energies \(\pm\cos\theta\), and hoppings \(1\pm0.6\sin\theta\) within and between cells, in arbitrary energy units. As \(\theta\) runs from 0 to \(2\pi\), both phases change by \(-2\pi\), so both conventions give the pumped integer −1.

### The chain

The example is a chain of period \(a\) with a cation at \(x=0\) and an anion at \(x=a/2+u\). There is one orbital on each, with site energies \(+\Delta\) and \(-\Delta\). The lower band holds two electrons per cell, the cation core has charge \(+2e\), and the anion core is neutral. If both electrons stayed on the anion, the ions would carry \(+2e\) and \(-2e\).

The hoppings depend on bond length. The bond inside the cell has length \(a/2+u\), and the bond from the anion to the next cation has length \(a/2-u\):

\[
t_{\rm in}=t_0e^{-u/\lambda},\qquad t_{\rm out}=t_0e^{u/\lambda}.
\]

The parameters are \(a=0.50\) nm, \(\Delta=2.80\) eV, \(t_0=1.20\) eV, \(\lambda=0.10\) nm, and a cross-section \(A=0.066\) nm² per chain. The polar state has \(u=-0.04\) nm, so \(t_{\rm in}=1.2e^{0.4}=1.790\) eV and \(t_{\rm out}=1.2e^{-0.4}=0.804\) eV.

In convention II the off-diagonal element of the Hamiltonian is \(g=t_{\rm in}+t_{\rm out}e^{-2\pi i\kappa}\), and the energies are \(\pm\sqrt{\Delta^2+|g|^2}\). The smallest \(|g|\) is \(|t_{\rm in}-t_{\rm out}|=0.986\) eV, at \(\kappa=1/2\). The gap of the polar chain is therefore \(2\sqrt{2.80^2+0.986^2}=5.94\) eV.

### The midpoint, solved in closed form

At \(u=0\) both hoppings equal \(t_0\), and \(g=2t_0\cos(\pi\kappa)\,e^{-i\pi\kappa}\). A lower-band state is

\[
\tilde C(\kappa)=\begin{pmatrix}-\sigma(\kappa)e^{-i\pi\kappa}\\ \eta(\kappa)\end{pmatrix},\qquad
\frac\sigma\eta=\frac{2t_0\cos\pi\kappa}{\Delta+\sqrt{\Delta^2+|g|^2}},\qquad \sigma^2+\eta^2=1,
\]

with real \(\sigma\) and positive \(\eta\). To verify it, use the first row of \((\tilde H+E)\tilde C=0\) with \(E=\sqrt{\Delta^2+|g|^2}\). Divided by \(e^{-i\pi\kappa}\), it reads \(-(\Delta+E)\sigma+2t_0\cos(\pi\kappa)\,\eta=0\), which is the stated ratio. The second row, \(-2t_0\cos(\pi\kappa)\,\sigma+(E-\Delta)\eta=0\), then holds too, because \((E-\Delta)(E+\Delta)=|g|^2\). From \(\kappa=0\) to 1, both \(\sigma\) and \(e^{-i\pi\kappa}\) change sign, so the state closes.

The derivatives of \(\sigma\) and \(\eta\) contribute \(i(\sigma\sigma'+\eta\eta')=0\). The exponential contributes \(i\sigma^2(-i\pi)=\pi\sigma^2\). Since \(\sigma^2\) is the weight on the cation,

\[
\tilde\varphi(u=0)=\pi\bar n_{\rm cat}.
\tag{15}
\]

The computed occupations are \(\bar n_{\rm cat}=0.06638\) and \(\bar n_{\rm an}=0.93362\), so (15) gives 0.2085 rad, which is the computed phase. In real space, the electron spreads equally from the anion to its left and right, and half of the cation weight is assigned a higher cell index than the other half. Now (12) with \(s_{\rm an}=1/2\) gives

\[
\varphi(u=0)=\pi\bar n_{\rm cat}+2\pi\cdot\tfrac12\,\bar n_{\rm an}=\pi(\bar n_{\rm cat}+\bar n_{\rm an})=\pi .
\]

The Wannier centre is at \(a/2\), on the anion, as mirror symmetry about the anion permits. The phase \(\tilde\varphi\) does not take a symmetric value, because the cell labels do not share the mirror symmetry.

### The polar state

At \(u=-0.04\) nm the anion coordinate is \(s_{\rm an}=0.42\) and its occupation is 0.91426. The phases are \(\varphi=2.4892\) rad and \(\tilde\varphi=0.0765\) rad. Their difference is −2.4127 rad, and the theorem predicts

\[
-2\pi\times0.42\times0.91426=-2.4127\ \text{rad}.
\]

The Wannier centre is \(\bar x=a\varphi/2\pi=0.1981\) nm. The anion is at 0.2100 nm, so the electron centre has moved further than the anion, towards the cation on the short bond.

Two calculations in real space test this centre without using Bloch states. The first diagonalizes the position operator projected on the occupied states of an open chain of 40 cells. In an infinite chain with one occupied band, the states can be chosen so that the integrand of the Berry phase is constant along \(\kappa\). Position matrix elements between Wannier functions in different cells are Fourier components of that integrand and then vanish. The eigenvalues are thus \(\bar x+\ell a\), and the middle one gives \(\bar x=0.1981\) nm.

The second calculation compares neutral open chains of 40 and 41 cells. Once the ends are far apart, an added cell contributes a core dipole and an electron dipole whose sum is \(-2e\bar x\), modulo \(2ea\), while the end charges stay the same. This also gives 0.1981 nm.

### The polarization change

The volume per cell is \(V=Aa\), so the polarization quantum is

\[
\frac{2e}{A}=485.5\ \mu\text{C/cm}^2 .
\]

The cation is held at the origin and the anion core is neutral, so the core term in (13) does not change. From the midpoint to the polar state,

\[
\Delta P=-485.5\times\frac{2.4892-3.1416}{2\pi}=50.4\ \mu\text{C/cm}^2 .
\tag{16}
\]

The sign is positive because negative charge moves towards negative \(x\). The dipoles of open chains give the same value. Used alone, \(\tilde\varphi\) would give

\[
-485.5\times\frac{0.0765-0.2085}{2\pi}=10.2\ \mu\text{C/cm}^2 .
\]

The missing part is the change of \(s_{\rm an}\bar n_{\rm an}\):

\[
-485.5\times(0.42\times0.91426-0.50\times0.93362)=40.2\ \mu\text{C/cm}^2 ,
\]

and \(10.2+40.2=50.4\). To split this part between the two terms of (14), use mean values, since \(\Delta(sn)=\langle n\rangle\Delta s+\langle s\rangle\Delta n\) holds for the averages of the end values. With these end-point averages, orbital motion gives 35.9 μC/cm² and charge transfer gives 4.3 μC/cm². Integrating the two terms of (14) along the path gives 36.0 and 4.2 μC/cm² instead, because the occupation is not linear in \(u\); the sum is the same.

This split depends on the labels. If the same anion is assigned to the next cell's list, with \(s_{\rm an}\) lowered by 1, the phase \(\tilde\varphi\) rises by \(2\pi\bar n_{\rm an}\). The bare convention II result becomes

\[
10.2-485.5\times(0.91426-0.93362)=19.6\ \mu\text{C/cm}^2 .
\]

The crystal has not changed, yet the bare number has nearly doubled. The coordinate term changes by the opposite amount, and the total remains 50.4 μC/cm².

The ionic limit \(t_0\to0\) shows the error at its clearest. There \(\bar n_{\rm an}=1\) and \(\tilde\varphi=0\) for every \(u\), so the bare result vanishes. The true change is that of a charge \(-2e\) moved by \(u\), which is \(485.5\times0.08=38.8\) μC/cm². At the actual hopping the mean effective charge of the anion, \(\Delta P\,Aa/(eu)\), is −2.60 in units of \(e\). Its magnitude exceeds 2 because the electron centre moves further than the anion.

### Where the diagonal position operator fails

The identity (12) concerns coefficients and needs no position operator. Its reading as a polarization does. Suppose that the position operator has an extra part \(\xi\) that connects different orbitals. The sum of the Wannier centres then gains the trace of \(\xi\) over the occupied states, per cell.

Let \(\rho_{\rm in}\) and \(\rho_{\rm out}\) be the density-matrix elements on the two bonds, and let the elements of \(\xi\) be \(+d\) and \(-d\). The opposite signs suit an even cation orbital and an odd anion orbital. With the anion midway between the cations, mirror symmetry makes the two hoppings opposite and the two position elements equal. Reversing the signs of all orbitals in every second cell makes the hoppings equal, as in this chain, and the position elements opposite. Each bond enters the trace twice, so

\[
\delta\bar x=2d(\rho_{\rm in}-\rho_{\rm out}).
\tag{17}
\]

This vanishes at the midpoint, where the bonds are equivalent, but not in the polar state. For an assumed \(d=0.02\) nm, the same on both bonds in magnitude, the effect is 6.0 μC/cm², or 12% of (16). It is linear in \(d\), and its sign follows that of \(d\). Formula (17) was tested against the projected position operator with these elements included. For this assumed \(d\) it is the largest of the neglected effects sized here within the chain model at zero field. The ranking depends on \(d\): below about 0.005 nm the effect is smaller than that of the site-energy shift listed below. If the magnitude of \(d\) varies with bond length as the hoppings do, the effect rises to 12.2 μC/cm², or 24% of (16). When a tight-binding model is derived from a band calculation, the off-diagonal position elements should be kept if an accuracy of this order matters.

### Other neglected effects

The estimates made with the chain keep its displacement and hoppings fixed. Only the whole dielectric response, quoted under the applied field, includes motion of the lattice.

- **Transverse dispersion.** A side hopping of 0.20 eV, opposite in sign on cations and anions, changes \(\Delta\) to \(\Delta+0.4(\cos k_x+\cos k_y)\) eV, where \(k_x\) and \(k_y\) are transverse phases. Averaging over them gives 50.8 μC/cm², a change of 0.9%. This hopping also narrows the gap from 5.9 to 4.5 eV. The thermal and tunnelling estimates below use the gap of the isolated chain; with the narrowed gap, 4.46 eV before rounding, the thermal factor is about \(4\times10^{-32}\) and the gap still exceeds 1.0 eV.
- **Self-consistent site energies.** Raising \(\Delta\) by 0.25 eV lowers the polarization change by 1.5 μC/cm², or 3%.
- **Applied field.** At 1 MV/cm the electrons of the chain add 0.13 μC/cm². The whole dielectric response, including the lattice, is about 2.6 μC/cm² for a rough relative permittivity of 30. It is absent at zero field.
- **Thermal carriers.** At 358 K the factor \(e^{-E_{\rm gap}/2k_{\rm B}T}\) is about \(10^{-42}\), so the filled-band assumption is safe in the defect-free chain.
- **Tunnelling between bands.** Across a 10 nm film at 1 MV/cm the voltage is 1.0 V. An electron gains 1.0 eV, less than the 5.9 eV gap, so a uniform field cannot connect the two bands inside the film. This holds for an internal field of 1 MV/cm, which presumes that electrodes screen the polarization charge: 50 μC/cm² left unscreened would give about 19 MV/cm at a permittivity of 30, or 19 V across the film, far above the gap. Fields of 3 to 4 MV/cm give 3 to 4 V, close to the 4.5 eV gap found with the side hopping. Defects and injection from electrodes are outside this estimate.

### Beside real hafnia

The period, the gap, the volume of 0.033 nm³ per mobile anion, the field and the film thickness are rough values in the regime of polar orthorhombic hafnia films. The hopping law and the two-neighbour anion are model choices: oxygen in hafnia has three or four metal neighbours, and its bands come from several orbitals. The result of about 50 μC/cm² is therefore a model value for a single domain with its polar axis along the field.

Remanent polarizations of polycrystalline films are typically of the order of 10 to 30 μC/cm², a rough range that depends on the film. One assumption that polycrystalline films can break is the common orientation. If uniaxial grains point in random directions and each is poled towards the field, the mean projection is \(\int_0^1\mu\,d\mu=1/2\), where \(\mu\) is the cosine of the angle to the field. This lowers 50 to about 25 μC/cm². Nonpolar grains and domains that do not switch lower it further, by an amount that depends on the film.

### Using the result

For an insulator with orthonormal orbitals, vanishing Chern numbers and a diagonal position operator, the eigenvectors of a Hamiltonian without intracell phases may be used as they are, with the simple closing condition, if the occupation term in (13) is added with the same cell labels. With intracell phases no such term is needed, but the last link of each string must contain the factors \(e^{-2\pi is_{j\alpha}}\). In both cases the changes of the core positions must be included, and the branch must be followed along an insulating path. In a metal the number of occupied states varies with \(\mathbf k\), and the closed strings of a fixed set of bands on which the proof rests are lost. The full set of computed values is in the numerical output below.

## Numbers as computed

```
2D test, measured shifts: 2.7398, 0.4887 rad
2D test, predicted shifts: 2.7398, 0.4887 rad
period a = 0.50 nm; area per chain = 0.066 nm^2
site energies = +/-2.80 eV; hopping at a/2 = 1.20 eV
hopping decay length = 0.10 nm; displacement u = -0.04 nm
polar hoppings: in cell 1.7902, to next cell 0.8044 eV
band gap, polar chain = 5.937 eV
midpoint: anion s = 0.5000
midpoint: nbar cation = 0.06638, anion = 0.93362
midpoint: phase I = 3.14159 rad
midpoint: phase II = 0.20854 rad
midpoint: predicted shift II - I = -2.93305 rad
polar: anion s = 0.4200
polar: nbar cation = 0.08574, anion = 0.91426
polar: phase I = 2.48920 rad
polar: phase II = 0.07654 rad
polar: predicted shift II - I = -2.41267 rad
polar centre from phase I = 0.198084 nm
polar centre from projected position = 0.198084 nm
polar centre from added-cell dipole = 0.198084 nm
polarization quantum = 485.51 uC/cm^2
polarization change, phase I = 50.411 uC/cm^2
polarization change, open-chain dipoles = 50.411 uC/cm^2
bare phase II part = 10.200 uC/cm^2
occupation-coordinate part = 40.211 uC/cm^2
  of which orbital motion = 35.886 uC/cm^2
  of which charge transfer = 4.325 uC/cm^2
bare phase II, anion relabelled = 19.601 uC/cm^2
mean effective anion charge = -2.596 e
pumped integer: I = -1.0000, II = -1.0000
assumed off-diagonal position element = 0.020 nm
its polarization effect, magnitude = 6.020 uC/cm^2
assumed transverse hopping = 0.20 eV
polarization change with it = 50.843 uC/cm^2
effect of +/-0.25 eV wider site levels = -1.482 uC/cm^2
field = 1.0 MV/cm; rough permittivity = 30
electronic response of chain = 0.133 uC/cm^2
whole dielectric response, rough = 2.568 uC/cm^2
thermal factor exp(-gap/2kT) at 358 K = 1.6e-42
voltage across 10 nm film = 1.00 V
```
